# Stretching the two ring–iron bonds of ferrocene: verification in Python

```python
# Ring-metal stretching of ferrocene as a chain ring - iron - ring.
# Result under test: w_anti / w_sym = sqrt(1 + 2 m / M), where
#   m = mass of one rigid ring, M = mass of iron, k = constant of each spring.
# Energies are hbar*w in eV, lengths in angstrom, masses in u, springs in eV/angstrom^2.
# Neglected effects are sized too: bond-bond coupling, flexible rings,
# anharmonic bonds and thermal motion.
import numpy as np
from scipy import constants as sc

HB2 = sc.hbar**2 / (sc.atomic_mass * 1e-20 * sc.e)   # hbar^2/u in eV angstrom^2
KB = sc.k / sc.e                                     # eV/K
TO_CM = sc.e / (sc.h * sc.c * 100)                   # eV to 1/cm

m, M, k = 65.1, 55.845, 20.0
k_int = 3.0                    # coupling of the two bond stretches
m_H, kappa = 5.04, 11.0        # five hydrogens and their axial spring
m_C = m - m_H
morse_a = 1.5                  # 1/angstrom
T = 370.0                      # K
distance, radius = 1.65, 1.21  # rough iron-ring distance and ring radius


def chain_energy(z, k_bond, k_cross=0.0, k_rings=0.0):
    """Potential energy from the positions of ring, iron, ring."""
    u1 = z[1] - z[0] - distance
    u2 = z[2] - z[1] - distance
    return (0.5 * k_bond * (u1**2 + u2**2) + k_cross * u1 * u2
            + 0.5 * k_rings * (z[2] - z[0] - 2 * distance)**2)


def numerical_hessian(energy, z0, h=0.01):
    n = len(z0)
    hess = np.zeros((n, n))
    step = h * np.eye(n)
    for i in range(n):
        for j in range(n):
            hess[i, j] = (energy(z0 + step[i] + step[j])
                          - energy(z0 + step[i] - step[j])
                          - energy(z0 - step[i] + step[j])
                          + energy(z0 - step[i] - step[j])) / (4 * h * h)
    return 0.5 * (hess + hess.T)


def normal_modes(hess, masses):
    """Quantum energies in eV and Cartesian mode vectors, ascending."""
    root = np.sqrt(np.asarray(masses, float))
    val, vec = np.linalg.eigh(hess / np.outer(root, root))
    return np.sqrt(HB2 * np.clip(val, 0, None)), vec / root[:, None]


z_eq = np.array([-distance, 0.0, distance])


def chain_modes(k_bond, iron, k_cross=0.0, k_rings=0.0):
    hess = numerical_hessian(
        lambda z: chain_energy(z, k_bond, k_cross, k_rings), z_eq)
    return normal_modes(hess, [m, iron, m])


# --- Main result: diagonalization against the closed formulas
G_s, G_a = 1 / m, 1 / m + 2 / M
E_s, E_a = np.sqrt(HB2 * k * G_s), np.sqrt(HB2 * k * G_a)
ratio = np.sqrt(1 + 2 * m / M)
E_num, modes = chain_modes(k, M)
assert E_num[0] < 1e-5
assert np.allclose(E_num[1:], [E_s, E_a], rtol=1e-7)
assert round(E_num[2] / E_num[1], 2) == 1.83
for other_k in (5.0, 60.0):
    e = chain_modes(other_k, M)[0]
    assert abs(e[2] / e[1] - ratio) < 1e-6

# --- Shapes of the modes and the role of iron recoil
sym, anti = modes[:, 1], modes[:, 2]
assert abs(sym[1] / sym[0]) < 1e-6 and abs(sym[2] / sym[0] + 1) < 1e-6
iron_move = anti[1] / anti[0]
assert abs(iron_move + 2 * m / M) < 1e-6
iron_share = M * anti[1]**2 / np.sum(np.array([m, M, m]) * anti**2)
assert abs(iron_share - 2 * m / (M + 2 * m)) < 1e-6
e_heavy = chain_modes(k, 1e9)[0]
assert abs(e_heavy[2] / e_heavy[1] - 1) < 1e-5
e54, e57 = chain_modes(k, 53.94)[0], chain_modes(k, 56.94)[0]
assert abs(e54[1] - e57[1]) < 1e-8 and e54[2] > e57[2]

# --- Rigid rings in three dimensions: axial motion must stay axial
cos2 = distance**2 / (distance**2 + radius**2)
f_bond = k / (5 * cos2)
atoms, centres = [], []
for side, turn in ((-1, 0.0), (1, np.pi / 5)):
    for j in range(5):
        phi = 2 * np.pi * j / 5 + turn
        atoms.append([radius * np.cos(phi), radius * np.sin(phi), side * distance])
        centres.append([0, 0, side * distance])
atoms, centres = np.array(atoms), np.array(centres)
H3 = np.zeros((33, 33))
rigid = np.zeros((33, 15))     # 6 motions of each ring, then 3 of iron
for i in range(10):
    d = atoms[i] / np.linalg.norm(atoms[i])
    row = np.zeros(33)
    row[3 * i:3 * i + 3], row[30:] = d, -d
    H3 += f_bond * np.outer(row, row)
    first = 6 * (i // 5)
    for axis in range(3):
        unit = np.eye(3)[axis]
        rigid[3 * i:3 * i + 3, first + axis] = unit
        rigid[3 * i:3 * i + 3, first + 3 + axis] = np.cross(unit, atoms[i] - centres[i])
rigid[30:, 12:] = np.eye(3)
mass3 = np.diag([m / 5] * 30 + [M] * 3)
K_r, M_r = rigid.T @ H3 @ rigid, rigid.T @ mass3 @ rigid
v_s, v_a = np.zeros(15), np.zeros(15)
v_s[2], v_s[8] = 1, -1
v_a[2], v_a[8], v_a[14] = 1, 1, -2 * m / M
for vec, energy in ((v_s, E_s), (v_a, E_a)):
    assert np.max(np.abs(K_r @ vec - energy**2 / HB2 * (M_r @ vec))) < 1e-8

# --- Coupling between the two bonds, and its reading as a ring-ring spring
E_int = chain_modes(k, M, k_cross=k_int)[0]
assert np.allclose(E_int[1:], [np.sqrt(HB2 * (k + k_int) * G_s),
                               np.sqrt(HB2 * (k - k_int) * G_a)], rtol=1e-7)
ratio_int = E_int[2] / E_int[1]
assert abs(ratio_int - ratio * np.sqrt((k - k_int) / (k + k_int))) < 1e-6
E_rr = chain_modes(k - k_int, M, k_rings=k_int)[0]
assert np.allclose(E_rr[1:], E_int[1:], rtol=1e-7)

# --- Flexible rings: chain H5 - C5 - Fe - C5 - H5
H5 = np.zeros((5, 5))
for i, spring in enumerate([kappa, k, k, kappa]):
    H5[i:i + 2, i:i + 2] += spring * np.array([[1, -1], [-1, 1]])
E_flex, flex_modes = normal_modes(H5, [m_H, m_C, M, m_C, m_H])
assert flex_modes[1, 1] * flex_modes[3, 1] < 0 < flex_modes[1, 2] * flex_modes[3, 2]
m_eff = [m_C + m_H / (1 - E**2 * m_H / (HB2 * kappa)) for E in E_flex[1:3]]
assert abs(E_flex[1]**2 / (HB2 * k / m_eff[0]) - 1) < 1e-9
assert abs(E_flex[2]**2 / (HB2 * k * (1 / m_eff[1] + 2 / M)) - 1) < 1e-9
ratio_flex = E_flex[2] / E_flex[1]
E_wag = np.sqrt(HB2 * kappa * (1 / m_H + 1 / m_C))


# --- Anharmonic bonds: two coupled Morse bonds in an oscillator basis
def morse_fundamentals(a, iron, n=12, points=40):
    g = np.array([1 / m, 1 / m + 2 / iron])
    e = np.sqrt(HB2 * k * g)
    length = np.sqrt(HB2 * g / e)
    x, w = np.polynomial.hermite.hermgauss(points)
    basis = np.zeros((n, points))
    basis[0] = np.pi**-0.25 * np.sqrt(w)
    basis[1] = np.sqrt(2) * x * basis[0]
    for j in range(1, n - 1):
        basis[j + 1] = (np.sqrt(2 / (j + 1)) * x * basis[j]
                        - np.sqrt(j / (j + 1)) * basis[j - 1])
    qs, qa = length[0] * x[:, None], length[1] * x[None, :]
    extra = 0
    for u in ((qs + qa) / np.sqrt(2), (qs - qa) / np.sqrt(2)):
        extra = extra + k / (2 * a * a) * np.expm1(-a * u)**2 - 0.5 * k * u**2
    pairs = (basis[:, None, :] * basis[None, :, :]).reshape(n * n, points)
    ham = (pairs @ extra @ pairs.T).reshape(n, n, n, n).transpose(0, 2, 1, 3)
    ham = ham.reshape(n * n, n * n).copy()
    ns, na = np.divmod(np.arange(n * n), n)
    ham += np.diag(e[0] * (ns + 0.5) + e[1] * (na + 0.5))
    even, odd = np.where(na % 2 == 0)[0], np.where(na % 2 == 1)[0]
    le = np.linalg.eigvalsh(ham[np.ix_(even, even)])
    lo = np.linalg.eigvalsh(ham[np.ix_(odd, odd)])
    return np.array([le[1] - le[0], lo[0] - le[0]])


D = k / (2 * morse_a**2)
E_anh = morse_fundamentals(morse_a, M)
assert np.allclose(E_anh, morse_fundamentals(morse_a, M, n=15), atol=1e-7)
assert np.allclose(morse_fundamentals(0.01, M), [E_s, E_a], rtol=1e-5)
assert np.allclose(morse_fundamentals(morse_a, 1e12), E_s - E_s**2 / (2 * D), atol=1e-7)
ratio_anh = E_anh[1] / E_anh[0]

# --- Thermal motion: closed formula against explicit Boltzmann sums
E_pair, G_pair = np.array([E_s, E_a]), np.array([G_s, G_a])
quanta = 1 / np.expm1(E_pair / (KB * T))
u_rms = np.sqrt(np.sum(HB2 * G_pair * (quanta + 0.5) / (2 * E_pair)))
levels = np.arange(400)
u2_sum = 0.0
for i in (1, 2):
    weight = np.exp(-levels * E_num[i] / (KB * T))
    mean_n = np.sum(levels * weight) / np.sum(weight)
    stretch = modes[1, i] - modes[0, i]
    u2_sum += stretch**2 * HB2 / E_num[i] * (mean_n + 0.5)
assert abs(np.sqrt(u2_sum) / u_rms - 1) < 1e-6


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def percent(new, old):
    return 100 * (new / old - 1)


print("MODEL")
show("ring mass m", m, 1, "u")
show("iron mass M", M, 3, "u")
show("spring constant k", k, 1, "eV/angstrom^2")
show("2m/M", 2 * m / M, 4)
show("symmetric energy", E_num[1], 5, "eV")
show("antisymmetric energy", E_num[2], 5, "eV")
show("symmetric, converted", E_num[1] * TO_CM, 1, "1/cm")
show("antisymmetric, converted", E_num[2] * TO_CM, 1, "1/cm")
show("ratio from diagonalization", E_num[2] / E_num[1], 4)
show("ratio from formula", ratio, 4)
show("iron/ring displacement, antisymmetric", iron_move, 3)
show("iron share of kinetic energy, antisymmetric", iron_share, 3)
show("antisymmetric energy, iron mass 53.94 u", e54[2], 5, "eV")
show("antisymmetric energy, iron mass 56.94 u", e57[2], 5, "eV")
print("RIGID RINGS IN THREE DIMENSIONS")
show("iron-ring distance (rough)", distance, 2, "angstrom")
show("ring radius (rough)", radius, 2, "angstrom")
show("cos^2 of Fe-C angle to axis", cos2, 3)
show("constant of one Fe-C spring", f_bond, 2, "eV/angstrom^2")
print("BOND-BOND COUPLING")
show("coupling constant k'", k_int, 1, "eV/angstrom^2")
show("symmetric energy", E_int[1], 5, "eV")
show("antisymmetric energy", E_int[2], 5, "eV")
show("ratio", ratio_int, 3)
show("change of ratio", percent(ratio_int, ratio), 1, "%")
print("FLEXIBLE RINGS")
show("hydrogen mass per ring", m_H, 2, "u")
show("carbon mass per ring", m_C, 2, "u")
show("hydrogen spring kappa", kappa, 1, "eV/angstrom^2")
show("wagging energy of a free ring", E_wag, 4, "eV")
show("effective ring mass, symmetric", m_eff[0], 2, "u")
show("effective ring mass, antisymmetric", m_eff[1], 2, "u")
show("symmetric energy", E_flex[1], 5, "eV")
show("antisymmetric energy", E_flex[2], 5, "eV")
show("ratio", ratio_flex, 4)
show("change of ratio", percent(ratio_flex, ratio), 2, "%")
print("ANHARMONIC BONDS")
show("Morse parameter a", morse_a, 1, "1/angstrom")
show("Morse depth D", D, 3, "eV")
show("symmetric fundamental", E_anh[0], 5, "eV")
show("antisymmetric fundamental", E_anh[1], 5, "eV")
show("ratio", ratio_anh, 4)
show("change of ratio", percent(ratio_anh, ratio), 2, "%")
print("TEMPERATURE")
show("temperature", T, 0, "K")
show("thermal energy k_B T", KB * T, 5, "eV")
show("mean quanta, symmetric", quanta[0], 3)
show("mean quanta, antisymmetric", quanta[1], 3)
show("rms stretch of one bond", u_rms, 4, "angstrom")
show("rms stretch / iron-ring distance", 100 * u_rms / distance, 2, "%")
print("PASS")
```

Running it gives:

```
MODEL
ring mass m: 65.1 u
iron mass M: 55.845 u
spring constant k: 20.0 eV/angstrom^2
2m/M: 2.3315
symmetric energy: 0.03584 eV
antisymmetric energy: 0.06541 eV
symmetric, converted: 289.0 1/cm
antisymmetric, converted: 527.6 1/cm
ratio from diagonalization: 1.8252
ratio from formula: 1.8252
iron/ring displacement, antisymmetric: -2.331
iron share of kinetic energy, antisymmetric: 0.700
antisymmetric energy, iron mass 53.94 u: 0.06621 eV
antisymmetric energy, iron mass 56.94 u: 0.06497 eV
RIGID RINGS IN THREE DIMENSIONS
iron-ring distance (rough): 1.65 angstrom
ring radius (rough): 1.21 angstrom
cos^2 of Fe-C angle to axis: 0.650
constant of one Fe-C spring: 6.15 eV/angstrom^2
BOND-BOND COUPLING
coupling constant k': 3.0 eV/angstrom^2
symmetric energy: 0.03843 eV
antisymmetric energy: 0.06030 eV
ratio: 1.569
change of ratio: -14.0 %
FLEXIBLE RINGS
hydrogen mass per ring: 5.04 u
carbon mass per ring: 60.06 u
hydrogen spring kappa: 11.0 eV/angstrom^2
wagging energy of a free ring: 0.0994 eV
effective ring mass, symmetric: 65.91 u
effective ring mass, antisymmetric: 69.40 u
symmetric energy: 0.03561 eV
antisymmetric energy: 0.06480 eV
ratio: 1.8195
change of ratio: -0.32 %
ANHARMONIC BONDS
Morse parameter a: 1.5 1/angstrom
Morse depth D: 4.444 eV
symmetric fundamental: 0.03565 eV
antisymmetric fundamental: 0.06499 eV
ratio: 1.8229
change of ratio: -0.13 %
TEMPERATURE
temperature: 370 K
thermal energy k_B T: 0.03188 eV
mean quanta, symmetric: 0.481
mean quanta, antisymmetric: 0.148
rms stretch of one bond: 0.0440 angstrom
rms stretch / iron-ring distance: 2.67 %
PASS
```
